# Tracking a C-H bond pair to distinguish proton from hydride transfer

When a computed C-H activation step is too slow, the next calculation needs a direction. If hydrogen leaves as a proton, a more basic acceptor is the natural change to try; if it leaves as a hydride, a stronger electron-pair acceptor is. The decision depends on where the electron pair of the breaking bond goes, and the nuclear path does not state this.

## Why the share on hydrogen is not enough

A first idea is to watch how much of the C-H pair sits on the moving hydrogen. Consider formaldehyde attacked along one C-H bond by two reagents:

$$
\mathrm{H_2CO+H^-\to HCO^-+H_2},\qquad
\mathrm{H_2CO+CH_3^+\to HCO^++CH_4}.
$$

The first takes a proton, the second a hydride. In the second calculation, described below, the hydrogen's share of the original C-H pair is 0.473 at the start and 0.486 at the end. It hardly changes, although the pair leaves the HCO fragment. The pair has become the new C-H bond of methane, shared between hydrogen and the methyl group. What must be followed is the position of the whole pair, not its share on one atom.

Place the donor carbon at the origin and let $\mathbf u$ be the unit vector towards the acceptor atom. For a normalized, real, doubly occupied orbital $\phi$ describing the pair, define

$$
x=\mathbf u\cdot\langle\phi|\mathbf r|\phi\rangle .
$$

Let $r$ be the distance from this carbon to the moving hydrogen. Between the ends of a path, the following fraction is

$$
f=\frac{x_{\rm end}-x_0}{r_{\rm end}-r_0}.
$$

To see what $f$ measures, suppose that the products are well separated. A share $p$ of the pair is on the moved side and $1-p$ on the donor. Let the donor part have centroid $d$ and the moved part centroid $r+\delta$. With negligible overlap between the parts,

$$
x=(1-p)d+p(r+\delta).
$$

If $p$, $d$ and $\delta$ no longer change with separation, $dx/dr=p$: zero for a proton, one for a hydride. The hydrogen nucleus contributes charge $+1$ and the moved part of the pair $-2p$, in units of the elementary charge. Their sum, $1-2p$, changes sign at $p=1/2$.

A finite path adds an offset. Insert the expression for $x$ at the end point and write $pr_{\rm end}=p(r_{\rm end}-r_0)+pr_0$:

$$
f=p+\frac{(1-p)d+p(r_0+\delta)-x_0}{r_{\rm end}-r_0}.
$$

For $p=0$ the offset is $(d-x_0)/(r_{\rm end}-r_0)$. It is negative when the pair retracts towards carbon as it becomes a lone pair. For $p=1$ it is $(r_0+\delta-x_0)/(r_{\rm end}-r_0)$, positive when the pair moves past hydrogen into the new bond. Thus $f$ is not confined to the interval from 0 to 1. Comparing it with $1/2$ gives the right class as long as the offset does not exceed $1/2$ upwards for a proton or downwards for a hydride. An offset of the unfavourable sign grows as the hydrogen displacement in the denominator shrinks, so the end points should be well apart.

## Which centroid?

One orbital centroid is not an observable. Mix the occupied orbitals by a real orthogonal matrix, $\phi_i'=\sum_j\phi_jU_{ji}$. Then

$$
\sum_i\langle\phi_i'|\mathbf r|\phi_i'\rangle
=\sum_{jk}\Big(\sum_iU_{ji}U_{ki}\Big)\langle\phi_j|\mathbf r|\phi_k\rangle
=\sum_j\langle\phi_j|\mathbf r|\phi_j\rangle ,
$$

because the bracket is $\delta_{jk}$. The sum is fixed by the density, but the separate terms are not.

The sum also has an energetic meaning. Add $F\sum_nx_n$, a uniform field coupled to the electron positions, to the Hamiltonian. At a variational Hartree-Fock solution in a fixed basis, the orbital response does not contribute to the first derivative, so

$$
\frac{dE}{dF}=\Big\langle\sum_nx_n\Big\rangle=2\sum_ix_i .
$$

At the middle point of the hydride path, twice the sum of all centroids, cores included, is 1.92957 nm. The finite-field derivative gives the same value to the digits shown.

A chemical reading therefore needs a stated localization rule. Intrinsic bond orbitals provide one, starting from atom-labelled functions.

Let $S_1$ and $S_2$ be the overlap matrices of the full basis and of a minimal free-atom basis, and $S_{12}$ their cross-overlap. The matrix $P=S_1^{-1}S_{12}$ expresses the projected minimal functions in the full basis. With occupied coefficients $C$, project into the minimal space and back:

$$
\widetilde C={\rm orth}\!\left(PS_2^{-1}S_{12}^TC\right),\qquad
{\rm orth}(X)=X(X^TS_1X)^{-1/2}.
$$

The projectors on the true and the projected occupied spaces are $O=CC^TS_1$ and $\widetilde O=\widetilde C\widetilde C^TS_1$. The intrinsic atomic orbitals are

$$
A_{\rm IAO}={\rm orth}\!\left\{[O\widetilde O+(1-O)(1-\widetilde O)]P\right\}.
$$

They contain the occupied space for the following reason. Every column of $\widetilde C$ is a combination of columns of $P$. Acting on it, $\widetilde O$ gives one and $1-\widetilde O$ gives zero, so the bracket turns $\widetilde C$ into $O\widetilde C$. These vectors are occupied, and they span the whole occupied space if $C^TS_1\widetilde C$ is nonsingular. The minimal basis must therefore represent the occupied orbitals well enough not to lose one. Symmetric orthogonalization leaves each function with its atomic label.

Let $c_{\rho i}$ now be the coefficients of valence orbital $i$ in this orthonormal basis. Its share on atom $K$ is $n_K^i=\sum_{\rho\in K}c_{\rho i}^2$. The localized orbitals maximize

$$
L=\sum_i\sum_K(n_K^i)^4 .
$$

Cores are kept out. A core and a lone pair on one atom both have a share near one, so $L$ would hardly resist their mixing.

To maximize $L$, rotate two orbitals by an angle $\theta$:

$$
i'=i\cos\theta+j\sin\theta,\qquad j'=j\cos\theta-i\sin\theta .
$$

On each atom let $a=n_K^i$, $b=n_K^j$ and $m=\sum_{\rho\in K}c_{\rho i}c_{\rho j}$. Then

$$
a'=\frac{a+b}{2}+\frac{a-b}{2}\cos2\theta+m\sin2\theta,\qquad b'=a+b-a'.
$$

At $\theta=0$ the first derivative of $a'$ is $2m$ and the second is $-2(a-b)$; those of $b'$ are opposite. Differentiating $\sum_K(a'^4+b'^4)$ gives

$$
L'(0)=8\sum_Km(a^3-b^3)=2B,
$$

$$
L''(0)=\sum_K\left[48m^2(a^2+b^2)-8(a^3-b^3)(a-b)\right]=8A,
$$

where

$$
B=4\sum_Km(a^3-b^3),
$$

$$
A=\sum_K\left[6m^2(a^2+b^2)-a^4-b^4+a^3b+ab^3\right].
$$

Newton's step is $-L'/L''=-B/(4A)$. The step used is

$$
\theta=\tfrac14\,{\rm atan2}(B,-A).
$$

Near a maximum, where $A<0$ and $B$ is small, this is Newton's step. Its sign is that of $B$, so it starts uphill even where the curvature has the wrong sign. If the full rotation lowers $L$, the angle is halved. The rotations are repeated until no small rotation of any one pair raises $L$. This is normally a local maximum, which need not be the global one.

## Why the label must be carried

Localizing each geometry afresh gives a set of orbitals in arbitrary order, possibly from different local maxima. Plotting the centroid of "orbital number five" can then join two different pairs. Matching by ordinary spatial overlap has another fault: a bond that travels with its atoms loses overlap with its former self.

The remedy is to compare coefficients attached to the atoms. Let $C_o$ hold the old localized orbitals and $W$ the new, unlocalized valence orbitals, each in the intrinsic atomic basis of its own geometry. Before localizing, rotate $W$ as close as possible to $C_o$. For $n$ valence orbitals and an orthogonal matrix $R$,

$$
\|WR-C_o\|^2=2n-2\,{\rm tr}(R^TW^TC_o).
$$

Decompose $W^TC_o=U\Sigma V^T$. The trace becomes ${\rm tr}(\Sigma V^TR^TU)$. Diagonal elements of the orthogonal matrix $V^TR^TU$ cannot exceed one, so the trace is at most ${\rm tr}\,\Sigma$, reached at $R=UV^T$. Localization then starts from $WUV^T$, close to the previous solution.

After localization to $C_n$, form $M=C_o^TC_n$ and choose the one-to-one assignment with the largest sum of squared elements. Both sets are orthonormal, so each row and each column of squared elements sums to at most one. If the assigned squared element for the tracked pair exceeds $1/2$, no other squared element in its row or column can. Old and new orbital are then each other's best match, which certifies the label in this sense.

The elements of $M$ compare coefficient patterns; they are not spatial overlaps. The $p$ functions keep directions fixed in space, so a fragment that turns changes its coefficients without any change in bonding. Large rotations must be removed by aligning the fragments, or divided into smaller steps.

For each new geometry the procedure is:

1. Solve for the determinant and express its valence space in intrinsic atomic orbitals.
2. Rotate this space towards the previous localized set, then maximize $L$.
3. Assign the orbitals and inspect the squared match of the C-H pair. If it is at most $1/2$, insert a geometry.
4. Record $x$ and $r$.

## Two transfers from the same bond

Each path has five geometries, minimized at Hartree-Fock/6-31G level with $r-r_{\rm HX}$ fixed, where X is the acceptor atom. This difference runs from $-0.080$ to $0.100$ nm. The C-H-X line is straight and at a fixed angle to C=O. The other C-H length of formaldehyde and the methyl C-H lengths are also fixed. The C-X distance, the C=O length, the H-C-O angle and the methyl umbrella angle relax. These are constrained paths, not intrinsic reaction coordinates.

For the proton path,

$$
f=\frac{0.0590-0.0666}{0.1847-0.1104}
=\frac{-0.0076}{0.0743}=-0.10 .
$$

The pair moves slightly towards carbon while hydrogen leaves. The pair that forms the new H-H bond is the acceptor's own: its centroid moves from 0.289 to 0.242 nm.

For the hydride path,

$$
f=\frac{0.2392-0.0890}{0.2111-0.1121}
=\frac{0.1502}{0.0990}=1.52 .
$$

The excess over one can be traced. The centroid begins 0.0231 nm on the carbon side of hydrogen and ends 0.0281 nm beyond it. This gain of 0.0512 nm, divided by the hydrogen displacement of 0.0990 nm, gives 0.52.

The ratio should not be read point by point near the start. In the first hydride interval the centroid moves 0.0150 nm and hydrogen 0.0050 nm, a ratio of about 3. Hydrogen has barely left carbon, while the approaching cation already draws the pair towards itself.

The shares at the last point give an estimate of $p$. On the proton path the moved side holds $0.058+0.026=0.084$ of the pair; on the hydride path, $0.486+0.498=0.984$. If the remaining electrons stayed with their fragments, HCO would carry charge $-1+2p$, that is $-0.83$ and $+0.97$. Mulliken analysis of the whole density gives $-0.80$ and $+0.97$. The proton path thus stops before the charges are fully those of separate products.

Pulling hydrogen and acceptor away together as a rigid unit tests the limit. Between two large separations $dx/dr$ is $-0.0002$ for the proton and 1.0039 for the hydride, close to the expected 0 and 1.

The identity of the pair is secure in both cases. Its smallest squared match between neighbouring points is 0.97 on the proton path and 0.92 on the hydride path. Tracking backwards, or forwards through every second point, recovers the same pair with squared overlap above 0.95. A direct comparison of the first and last hydride points gives 0.46, which would not certify the label; intermediate geometries are needed there. For the proton the direct comparison gives 0.82 and would have sufficed.

The separated hydride products also show the fault of spatial matching. Between the two large separations the transferred bond has a squared spatial overlap with itself of 0.012, while its atom-attached match is 1.000 to the digits shown.

The energies answer a different question. Relative to the first point, the highest of the five proton-path energies is 0.20 eV and the last is $-0.05$ eV. The hydride path descends at every computed point, to $-1.32$ eV. With this spacing and level of theory, these values locate no transition state and give no rate. Their dependence on basis and electron correlation was not examined. The 6-31G basis has no diffuse functions, and at the first proton point its highest occupied orbital energy is slightly positive, about $+0.06$ eV. A difference as small as $-0.05$ eV therefore does not fix the sign of the energy change.

## How far the diagnosis can be trusted

The following changes were made one at a time, with the relaxed internal coordinates held fixed:

| Calculation | $f$, proton | $f$, hydride |
|---|---:|---:|
| Hartree-Fock/6-31G | $-0.10$ | 1.52 |
| Larger basis | $-0.13$ | 1.50 |
| PBE0/6-31G | $-0.06$ | 1.44 |
| Counter-ion at 0.4 nm | $-0.11$ | 1.52 |
| Axis tilted by 15° | $-0.15$ | 1.52 |

The larger basis is 6-31++G** for the anion and 6-31G** for the cation, so diffuse functions were examined for the anion alone. The counter-ion is a point charge opposite to that of the system, above the formaldehyde plane at the stated distance from carbon. The largest shifts are about 0.05 for the proton and 0.08 for the hydride. The unmodified values lie 0.60 and 1.02 away from the boundary. The classes survive these changes, but the second decimal of $f$ has no significance beyond the chosen model.

Bare H⁻ and CH₃⁺ are extreme reagents compared with the metal-bound ligands or surface sites met in precursor chemistry. The straight-line constraint also excludes competing attack on the carbonyl group, so the example classifies an imposed transfer and does not predict which reaction would occur. The point charge shifts $f$ by less than 0.01 in both cases, but it does not represent a solvent or a surface. At a metal centre the pair may remain shared among carbon, hydrogen and metal. A value of $p$ near $1/2$ should then be reported as shared, not forced into either class.

A closed-shell determinant cannot describe the departure of a neutral hydrogen atom with one electron of the broken bond. That case needs separate orbitals for the two spins, each followed by its own centroid. A search from a spin-broken starting density at the first, middle and last points of each path found no lower solution, to 0.0001 eV. Such a search can miss one, because it starts from a single mixture of the highest occupied and lowest empty orbitals. It does so at the first hydride point: there the second derivative of the energy is negative for one spin-breaking rotation of the orbitals, so a lower spin-broken solution exists. Following that rotation leads to a solution about 0.001 eV lower. When its two spin sets are localized separately, the C-H centroids are 0.0893 and 0.0888 nm, against 0.0890 nm for the closed shell. With the end point unchanged, this shifts the hydride $f$ by less than 0.01.

Other pairs may be less well defined than the tracked one. Lone pairs on one atom can rotate among themselves with little change in $L$, and their separate centroids then mean little. The centroid of the whole group is the safer quantity, because it is unchanged by mixing within the group. The distances, energies and pair centroids along both paths are in the numerical output.

## Table of computed values

```
Constrained HF/6-31G paths; lengths nm, energies eV
proton path: r(CH), r(HX), energy, pair x, x-r(CH)
 0.1104 nm 0.1904 nm    0.000 eV 0.0666 nm  -0.0437 nm
 0.1167 nm 0.1517 nm    0.032 eV 0.0659 nm  -0.0508 nm
 0.1317 nm 0.1217 nm    0.202 eV 0.0650 nm  -0.0667 nm
 0.1549 nm 0.0999 nm    0.197 eV 0.0624 nm  -0.0925 nm
 0.1847 nm 0.0847 nm   -0.045 eV 0.0590 nm  -0.1257 nm
 following fraction f = -0.102 (no unit)
 least match, C-H pair 0.971; any pair 0.969
 match start to end in one jump 0.824
 pair shares at start: HCO 0.646, H 0.353, acceptor 0.001
 pair shares at end: HCO 0.916, H 0.058, acceptor 0.026
 acceptor pair x: start 0.2893 nm, end 0.2416 nm
 Mulliken charge of HCO at end -0.797 e
 dx/dr for separated products -0.0002
 f with 6-31++G** basis -0.128; PBE0 -0.061
 f with counter-ion at 0.4 nm -0.110; axis tilted 15 deg -0.148
 largest spin-broken lowering found 0.0000 eV
 largest residual slope 0.00098 hartree per bohr or rad
hydride path: r(CH), r(HX), energy, pair x, x-r(CH)
 0.1121 nm 0.1921 nm    0.000 eV 0.0890 nm  -0.0231 nm
 0.1171 nm 0.1521 nm   -0.227 eV 0.1040 nm  -0.0131 nm
 0.1347 nm 0.1247 nm   -0.555 eV 0.1374 nm   0.0028 nm
 0.1699 nm 0.1149 nm   -0.960 eV 0.1913 nm   0.0214 nm
 0.2111 nm 0.1111 nm   -1.319 eV 0.2392 nm   0.0281 nm
 following fraction f = 1.517 (no unit)
 least match, C-H pair 0.922; any pair 0.922
 match start to end in one jump 0.463
 pair shares at start: HCO 0.481, H 0.473, acceptor 0.046
 pair shares at end: HCO 0.015, H 0.486, acceptor 0.498
 sum of centroids 1.92957 nm, from field 1.92957 nm
 Mulliken charge of HCO at end 0.973 e
 dx/dr for separated products 1.0039
 moved bond: spatial match 0.0124, IAO match 1.0000
 f with 6-31G** basis 1.501; PBE0 1.440
 f with counter-ion at 0.4 nm 1.516; axis tilted 15 deg 1.515
 largest spin-broken lowering found 0.0000 eV
 largest residual slope 0.00081 hartree per bohr or rad
```
